Bias ramp for a fused-silica wafer charged by ions

**Problem**

A fused-silica wafer of thickness d = 0.5 mm lies on a metal electrode and faces a plasma. Positive ions bring a current density J = 1 mA/cm² to its upper surface. Show that the electrode bias must fall at a rate near −150 V/µs if the potential of that surface is to stay constant, and state the conditions under which this is true. Then find the bias excursion and the electrode current for a 200 mm wafer and a ramp lasting 5 µs.

Take the relative permittivity κ = 3.8, a surface 100 V below the plasma, an electron temperature of 3 eV, and N⁺ ions.

**Hints**

1. The surface carries free charge and has an electric field on both sides. Write Gauss's law with both fields before dropping either.
2. Ask what happens to the field on the plasma side when neither the sheath voltage nor the ion current changes.
3. Free charge on an insulator has nowhere to go. What does that say about its rate of change?
4. The ion current counts as the whole current only if electrons are kept away. Compare the flux of electrons able to climb 100 V with the ion flux.

**Solution**

*Conventions.* The equations are in SI form. The z axis points from the electrode to the plasma. The plasma potential is steady and is taken as zero; the small potential drop between the bulk plasma and the sheath edge is neglected. The electrode is at V_b and the wafer surface at V_s = −U, with U > 0. The wafer is much wider than it is thick, so the fields are along z. It touches the electrode, does not leak, and contains no free charge in its volume.

*Gauss's law at the surface.* With no volume charge, the field in the silica is uniform:

E_z(silica) = −(V_s − V_b)/d.

On the plasma side the potential rises from −U towards zero as z increases, so the field points down at the surface:

E_z(sheath) = −E_w, with E_w > 0.

The jump of the displacement field, above minus below, equals the free surface charge density σ:

σ = −ε₀E_w − κε₀[−(V_s − V_b)/d].

With the wafer capacitance per area C = κε₀/d, this is

σ = C(V_s − V_b) − ε₀E_w. (1)

*Charge conservation.* If ions are the whole current to the surface and nothing leaks away,

dσ/dt = J. (2)

*Constant surface potential.* The sheath is the ion-filled layer between plasma and surface. Once it has settled, its structure is fixed by U and J. If both are constant, E_w is constant too, although it is not zero. Differentiating (1) and using (2) then gives

J = C(dV_s/dt − dV_b/dt).

Setting dV_s/dt = 0 leaves

dV_b/dt = −J/C = −Jd/(κε₀). (3)

The sheath field has dropped out because it is constant, and no assumption about its size was needed. Each arriving ion raises the voltage across the wafer, and the electrode must fall by the same amount to leave the top surface where it was.

*Numbers.* With ε₀ = 8.854×10⁻¹⁴ F/cm,

C = 3.8 × 8.854×10⁻¹⁴ F/cm / 0.05 cm = 6.729×10⁻¹² F/cm²,

dV_b/dt = −(10⁻³ A/cm²)/(6.729×10⁻¹² F/cm²) = −1.486×10⁸ V/s = −148.6 V/µs.

This is the required result. The permittivity is a rough value: 3.75 would give −150.6 V/µs and 3.90 would give −144.8 V/µs, so "near −150" is as much as the data support.

*Excursion and current.* Suppose the window opens with no field in the silica, so that V_b = V_s = −100 V. After 5 µs the voltage across the wafer is

148.6 V/µs × 5 µs = 743 V,

and the bias has reached −100 V − 743 V = −843 V. A different initial charge would shift both ends of the ramp, but not its slope.

The displacement current density in the silica, counted along +z, is

d/dt[−κε₀(V_s − V_b)/d] = −C d(V_s − V_b)/dt = −J.

The minus sign means that it flows towards the electrode, as the ion current does. The current is therefore continuous through the insulator, and over the 314 cm² of the wafer it amounts to 0.314 A. The generator must carry this current, plus whatever is needed to charge the stray capacitance of the electrode.

*Are electrons negligible?* Let T_e be the electron temperature in energy units, m the electron mass, M the ion mass and n_s the density at the sheath edge. An electron reaches the surface if its velocity towards it exceeds v₀, where mv₀²/2 = eU. For a Maxwellian distribution the flux is

Γ_e = n_s √(m/(2πT_e)) ∫ v exp(−mv²/(2T_e)) dv, from v₀ to ∞.

The integral equals (T_e/m) exp(−eU/T_e), so

Γ_e = n_s √(T_e/(2πm)) exp(−eU/T_e).

Ions entering the sheath at the Bohm speed √(T_e/M) carry the flux n_s√(T_e/M). The ratio is

Γ_e/Γ_i = √(M/(2πm)) exp(−eU/T_e). (4)

For N⁺, T_e = 3 eV and U = 100 V this is 2.1×10⁻¹³, so electrons may be ignored. They may not be ignored when eU comes down towards (T_e/2) ln(M/(2πm)), where the two fluxes are equal. There the net current vanishes and a constant surface potential needs no ramp.

*How long the ramp can last.* In 5 µs the surface gains 5.00 nC/cm². Since leakage is negligible, this charge stays until electrons neutralise it. A repeating bias waveform therefore needs an interval in which the surface is brought close enough to the plasma potential for electrons to return the same charge. The surface potential is not constant during that interval, and (3) does not apply to it. Nor does (3) hold while the sheath is still adjusting at the start of the window.

*Thickness.* At fixed J and κ the ramp is proportional to d. A 1 µm silica film on a conducting substrate would need 500 times less, about −0.3 V/µs. The steep ramp belongs to the thick insulator, whose capacitance per area is small.

*The model beside a real process.* A current density of 1 mA/cm², an electron temperature of 3 eV and a sheath of 100 V are roughly typical of inductively coupled processing plasmas, and 0.5 mm is an ordinary wafer thickness. Pure N⁺ is an idealisation: a nitrogen plasma also supplies N₂⁺, often as the main ion. This does not alter (3), which contains the total current density and not the ion mass. The assumptions most likely to need correction are perfect contact with the electrode and the absence of secondary electrons; Variation 1 shows that each can move the ramp by several per cent or more. Other effects are smaller over most of the wafer, though not always at its rim:

- At the end of the window the field in the silica is 743 V/0.05 cm, or 0.015 MV/cm, against a rough breakdown field of 5 MV/cm for thin silica. Thicker pieces fail at lower fields, but even a tenth of that value would leave a wide margin.
- With a rough resistivity of 10¹⁶ Ω cm, the leakage current is then 1.5×10⁻⁹ of the ion current.
- The one-dimensional field is least reliable near the rim, over a width set by the sheath as well as the wafer. A zone 2 mm wide covers 4% of the area. Bare electrode beside the wafer would reach −843 V and have a thicker sheath, which can widen this zone.

**Variation 1: a backside gap and secondary electrons**

*Question.* The wafer rests on a gap of height h = 10 µm with relative permittivity 1, and each ion releases γ = 0.1 electrons on average. The ion current density is still J. What ramp is needed now?

*Solution.* An electron leaving the surface adds as much positive charge as a singly charged ion arriving, so (2) becomes

dσ/dt = J(1 + γ).

The back of the wafer carries no free charge, so the displacement field has the same magnitude D in silica and gap. The fields are D/(κε₀) and D/ε₀, and the voltages add:

V_s − V_b = D[d/(κε₀) + h/ε₀] = (D/ε₀)(d/κ + h).

The capacitance per area is therefore ε₀/(d/κ + h), and the argument that led to (3) gives

dV_b/dt = −J(1 + γ)(d/κ + h)/ε₀. (5)

The silica counts as a vacuum layer of thickness d/κ = 132 µm. A gap of only 10 µm therefore adds 7.6%, and the ramp becomes −159.9 V/µs if γ = 0. Secondary emission alone adds 10% and gives −163.5 V/µs. Together they require 1.1 × (−159.9) V/µs, about −176 V/µs. If J already denoted the measured net current, the factor 1 + γ would have to be left out.

Without secondary emission, the gap voltage grows by Jht/ε₀ and reaches 56.5 V after 5 µs. This is below the rough 100 V or more needed to break down a gas gap, but the margin shrinks as the window lengthens.

Equation (5) was tested by solving Poisson's equation numerically through gap, silica and sheath, with the ion charge in the sheath held at its steady profile. The four combinations of h = 0 or 10 µm with γ = 0 or 0.1 were followed for 5 µs. The surface potential changed by at most 4.2×10⁻¹² V. This confirms the electrostatics of the layers; the steadiness of the sheath was an input.

**Variation 2: the wrong ramp**

*Question.* How fast does the surface drift if the bias is held fixed, or if the ramp is 1% too slow? Return to h = 0 and γ = 0.

*Solution.* The sheath field now changes. As a first estimate, assume that it follows U without delay and that the ion current reaching the surface stays at J. Define the sheath capacitance per area Cs = ε₀ dE_w/dU. Since U = −V_s,

ε₀ dE_w/dt = Cs dU/dt = −Cs dV_s/dt.

Differentiating (1) and using (2) gives

J = C(dV_s/dt − dV_b/dt) + Cs dV_s/dt,

dV_s/dt = (J + C dV_b/dt)/(C + Cs). (6)

The drift vanishes when dV_b/dt = −J/C and for no other ramp, so within this model condition (3) is necessary as well as sufficient.

To find Cs, let ions start from rest at the sheath edge and fall without collisions, with no electrons in the sheath. This idealisation makes the sheath too thin, by some tens of per cent in this example, but it gives a simple formula. Let x be the distance from the edge towards the surface and ψ ≥ 0 the potential drop. Energy conservation gives the ion speed v = √(2eψ/M), and continuity gives the charge density J/v. Poisson's equation is then

ψ″ = Aψ^(−1/2), with A = (J/ε₀)√(M/(2e)).

Multiply by ψ′ and integrate from the edge, where ψ = ψ′ = 0:

ψ′²/2 = 2Aψ^(1/2), so ψ′ = 2A^(1/2) ψ^(1/4).

Separating variables and integrating again gives

(4/3)ψ^(3/4) = 2A^(1/2) x.

At the surface x = s and ψ = U. Squaring gives U^(3/2) = (9/4)As², or

J = (4/9)ε₀ √(2e/M) U^(3/2)/s². (7)

The profile is ψ = U(x/s)^(4/3), and its slope at the surface is E_w = 4U/(3s). At fixed J, (7) gives s ∝ U^(3/4), hence E_w ∝ U^(1/4) and

Cs = ε₀E_w/(4U) = ε₀/(3s).

For the example s = 1.209 mm, so

Cs = 8.854×10⁻¹⁴ F/cm / (3 × 0.1209 cm) = 0.244 pF/cm²,

which is 3.6% of C.

With fixed bias, (6) gives an initial drift of

(10⁻³ A/cm²)/(6.973×10⁻¹² F/cm²) = 143.4 V/µs.

At this rate the 100 V sheath would be lost in about 0.7 µs. The real drift is slower, because plasma electrons fill the space that the shrinking sheath gives up, and later reach the surface itself. The assumption of an instantly adjusting sheath is rough here. The ion speed is √(2eU/M)(x/s)^(2/3), so integrating dx/v gives a transit time

τ = 3s/√(2eU/M) = 97.7 ns,

during which U would fall by 14 V at this rate.

With a ramp 1% too slow, J + C dV_b/dt = 0.01J. At fixed J the drift is 1.43 V/µs, or 7.17 V in 5 µs, and U changes by only 0.14 V in one transit. Solving the nonlinear charge balance (1) under the same assumption, with E_w found by numerical integration of the sheath equations, gives 7.16 V.

Fixed J is the weak point of this estimate. As U falls the sheath thins, and electrons follow its edge towards the surface at the speed |ds/dt|. Their density there is about J/(eu_B), where u_B = √(T_e/M) = 4.5 km/s is the Bohm speed. The total current is therefore not J but J(1 − |ds/dt|/u_B), and the same current passes through the wafer:

J(1 − |ds/dt|/u_B) = C(dV_s/dt − dV_b/dt).

For a slow change, s ∝ U^(3/4) gives |ds/dt| = (3s/(4U)) dV_s/dt. The result has the form of (6), but with Cs replaced by 3sJ/(4Uu_B), about 2.0 pF/cm². The drift in 5 µs is then nearer 5.7 V. The surface ends near −94 V, and ions crossing the sheath without collisions arrive with about 6% less energy than at the start.

A 1% error in the ramp thus becomes an error of about 6% in ion energy, because the bias excursion of 743 V is much larger than the sheath voltage it has to preserve. The same sensitivity applies to the corrections in Variation 1: a 10% error in the charging current causes a drift of roughly 12 V/µs averaged over the first microsecond, and somewhat more, near 14 V/µs, before the ions have had time to adjust. Equation (3) gives the size of the ramp, but its final setting has to be matched to the actual charging current and capacitance.

Collisions affect this variation more than the main result. At 10 mTorr and 300 K, with a rough cross section of 5×10⁻¹⁵ cm², the ion mean free path is 6.2 mm. The chance of a collision within the sheath is then 1 − exp(−1.209/6.2), about 18%, and somewhat more in the real, thicker sheath. Collisions spread the ion energies and alter Cs, but they leave (3) intact as long as the sheath is steady.

The remaining digits and inputs are in the numerical output below.

Computed results

```
INPUTS
ion current density: 1.00 mA/cm2
wafer thickness: 0.50 mm
relative permittivity (rough): 3.80
sheath voltage U: 100 V
electron temperature: 3.0 eV
N+ mass: 14.007 u
ramp window: 5.0 us
wafer diameter: 200 mm
MAIN RESULT
wafer capacitance per area: 6.729 pF/cm2
required bias ramp: -148.6 V/us
same ramp: -1.486e+08 V/s
bias at start of window: -100 V
bias at end of window: -843 V
voltage across wafer at end: 743 V
charge deposited in window: 5.00 nC/cm2
whole-wafer capacitance: 2.11 nF
electrode current for wafer: 0.314 A
largest surface change in Poisson test: 4.2e-12 V
SHEATH AND DRIFT
sheath thickness: 1.209 mm
sheath field at surface: 1.103 kV/cm
sheath capacitance per area: 0.244 pF/cm2
ratio Cs/C: 0.0363
ion transit time: 97.7 ns
initial drift with fixed bias: 143.4 V/us
that drift in one transit: 14.0 V
drift in window, ramp 1% slow, formula: 7.17 V
same drift, nonlinear balance: 7.16 V
NEGLECTED EFFECTS
ramp for permittivity 3.75: -150.6 V/us
ramp for permittivity 3.90: -144.8 V/us
backside gap: 10 um
ramp with gap: -159.9 V/us
gap voltage at end of window: 56.5 V
secondary yield (rough): 0.10
ramp with emission: -163.5 V/us
electron/ion current ratio: 2.1e-13
resistivity (rough): 1e+16 ohm cm
leakage/ion current at end: 1.5e-09
silica field at end: 0.0149 MV/cm
breakdown field (rough): 5.0 MV/cm
area within one thickness of rim: 1.00 %
gas pressure: 10 mTorr
gas temperature: 300 K
ion-neutral cross section (rough): 5e-15 cm2
ion mean free path: 6.2 mm
```
